# Hartree-Fock nuclear shielding with London orbitals and its translational invariance, part 2

We seek the shielding tensor $\boldsymbol\sigma$ of nucleus $K$, at $\mathbf R_K$ with point moment $\mathbf m$, in a closed-shell molecule in a uniform field $\mathbf B$. Formulas are in SI units; electrons have charge $-e$ and mass $m_e$. With $E(\mathbf B,\mathbf m)$ the electronic energy without the term quadratic in the moment's vector potential,

$$\sigma_{\alpha\beta}=\left.\frac{\partial^2E}{\partial m_\alpha\,\partial B_\beta}\right|_{\mathbf B=\mathbf m=0}. \tag{3}$$

The basis consists of London orbitals $\omega_\mu=e^{i\theta_\mu}\chi_\mu$, where $\chi_\mu$ is a real Gaussian centred at $\mathbf R_\mu$ and $\theta_\mu=-\frac{e}{2\hbar}[\mathbf B\times(\mathbf R_\mu-\mathbf O)]\cdot\mathbf r$, with gauge origin $\mathbf O$. Write $\mathbf R_{\mu\nu}=\mathbf R_\mu-\mathbf R_\nu$, $\mathbf r_\nu=\mathbf r-\mathbf R_\nu$ and $\mathbf r_K=\mathbf r-\mathbf R_K$. Then

$$\theta_\nu-\theta_\mu=\frac{e}{2\hbar}(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf r\equiv\varphi_{\mu\nu}(\mathbf r). \tag{7}$$

The matrices $S$, $h$ and $k_\alpha$ represent the overlap, the one-electron Hamiltonian without the moment, and the operator multiplying $m_\alpha$. Their integrals contain $e^{i\varphi_{\mu\nu}}$; the repulsion integral $(\mu\nu|\kappa\lambda)$ contains $e^{i\varphi_{\mu\nu}(\mathbf r_1)}e^{i\varphi_{\kappa\lambda}(\mathbf r_2)}$. None contains $\mathbf O$.

A superscript $\beta$ denotes $\partial/\partial B_\beta$ at $\mathbf B=0$. With $\mathbf p=-i\hbar\nabla$, $\hat h_0=\mathbf p^2/2m_e+v$ and $v$ the nuclear attraction,

$$S^\beta_{\mu\nu}=\frac{ie}{2\hbar}\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)_\beta|\chi_\nu\rangle. \tag{13}$$

$$h^\beta_{\mu\nu}=\frac{ie}{2\hbar}\langle\chi_\mu|(\mathbf R_{\mu\nu}\times\mathbf r)_\beta\,\hat h_0|\chi_\nu\rangle+\frac{e}{2m_e}\langle\chi_\mu|(\mathbf r_\nu\times\mathbf p)_\beta|\chi_\nu\rangle. \tag{14}$$

$$(\mu\nu|\kappa\lambda)^\beta=\frac{ie}{2\hbar}\big(\mu\nu\big|(\mathbf R_{\mu\nu}\times\mathbf r_1)_\beta+(\mathbf R_{\kappa\lambda}\times\mathbf r_2)_\beta\big|\kappa\lambda\big). \tag{15}$$

In (15) the coordinates multiply the zero-field integrand. The moment operator has, at zero field and to first order,

$$k_{\alpha,\mu\nu}=\frac{e\mu_0}{4\pi m_e}\Big\langle\chi_\mu\Big|\frac{(\mathbf r_K\times\mathbf p)_\alpha}{r_K^3}\Big|\chi_\nu\Big\rangle, \tag{16}$$

$$k^\beta_{\alpha,\mu\nu}=\frac{e\mu_0}{4\pi m_e}\Big\langle\chi_\mu\Big|\frac{ie}{2\hbar}(\mathbf R_{\mu\nu}\times\mathbf r)_\beta\frac{(\mathbf r_K\times\mathbf p)_\alpha}{r_K^3}+\frac e2\,\frac{\delta_{\alpha\beta}\mathbf r_K\cdot\mathbf r_\nu-r_{\nu\alpha}r_{K\beta}}{r_K^3}\Big|\chi_\nu\Big\rangle. \tag{17}$$

All these matrices are Hermitian. At zero field $S^\beta$, $h^\beta$ and $k_\alpha$ are imaginary and antisymmetric, and $k^\beta_\alpha$ is real and symmetric.

The example is H$_2$ at a bond length of 74 pm, with five $s$ and two $p$ exponents on each atom. With ordinary Gaussians, without the phases, its isotropic proton shielding falls from 26.97 to 19.74 ppm when the gauge origin moves from the shielded proton to a point 500 pm away along the bond.

### The first derivative of the energy

Let $C_i$ be the coefficient column of occupied orbital $i$, and let

$$D=2\sum_iC_iC_i^\dagger,\qquad G[D]_{\mu\nu}=\sum_{\kappa\lambda}D_{\lambda\kappa}\left[(\mu\nu|\kappa\lambda)-\tfrac12(\mu\lambda|\kappa\nu)\right]. \tag{18}$$

The restricted Hartree-Fock energy, apart from the nuclear repulsion, is

$$E=\mathrm{Tr}\,D(h+\mathbf m\cdot\mathbf k)+\tfrac12\mathrm{Tr}\,D\,G[D]. \tag{19}$$

The orbitals satisfy $C_i^\dagger SC_j=\delta_{ij}$ and $FC_i=\varepsilon_iSC_i$, with $F=h+\mathbf m\cdot\mathbf k+G[D]$.

Differentiate (19) with respect to $m_\alpha$ at fixed $\mathbf B$. The basis does not depend on $\mathbf m$, so neither the overlap nor the repulsion integrals change. The exchange of the two electrons, $(\mu\nu|\kappa\lambda)=(\kappa\lambda|\mu\nu)$, implies $\mathrm{Tr}\,X\,G[Y]=\mathrm{Tr}\,Y\,G[X]$. The two density factors in the last term therefore contribute equally, and

$$\frac{\partial E}{\partial m_\alpha}=\mathrm{Tr}\,Dk_\alpha+\mathrm{Tr}\,\frac{\partial D}{\partial m_\alpha}F.$$

The second trace vanishes:

$$\mathrm{Tr}\,\frac{\partial D}{\partial m_\alpha}F=2\sum_i\varepsilon_i\left(\frac{\partial C_i^\dagger}{\partial m_\alpha}SC_i+C_i^\dagger S\frac{\partial C_i}{\partial m_\alpha}\right)=2\sum_i\varepsilon_i\frac{\partial}{\partial m_\alpha}(C_i^\dagger SC_i)=0,$$

because the orbitals stay normalized. Thus $\partial E/\partial m_\alpha=\mathrm{Tr}\,D(\mathbf B)k_\alpha(\mathbf B)$ at $\mathbf m=0$, and the field derivative gives

$$\boxed{\sigma_{\alpha\beta}=\mathrm{Tr}\,D\,k_\alpha^\beta+\mathrm{Tr}\,D^\beta k_\alpha.} \tag{20}$$

The first term will be called the direct part and the second the response part. The differentiated overlap and repulsion enter through $D^\beta$.

### The response of the density

Expand the first-order orbitals in the zero-field ones, $C_i^\beta=\sum_pC_pU_{pi}$. Here $i,j$ are occupied, $a,b$ are virtual, and $p$ runs over both. For a matrix $M$ in the Gaussian basis write $M_{pq}=C_p^\dagger MC_q$. Differentiating $C_j^\dagger SC_i=\delta_{ji}$ gives

$$U_{ji}+U_{ij}^*+S^\beta_{ji}=0. \tag{21}$$

The occupied part of $D^\beta$ contains just this sum, so the freedom to mix occupied orbitals among themselves does not matter:

$$2\sum_{ij}C_j(U_{ji}+U_{ij}^*)C_i^\dagger=-2\sum_{ij}C_jS^\beta_{ji}C_i^\dagger=-\tfrac12DS^\beta D.$$

The factor $\frac12$ arises because each $D$ carries a factor 2. Altogether

$$D^\beta=2\sum_{ai}\left(U_{ai}C_aC_i^\dagger+U_{ai}^*C_iC_a^\dagger\right)-\tfrac12DS^\beta D. \tag{22}$$

For $U_{ai}$, differentiate the orbital equation. Since the occupied orbitals may mix, write it as $FC_i=S\sum_jC_j\varepsilon_{ji}$, with $\varepsilon_{ji}=\delta_{ji}\varepsilon_i$ at zero field:

$$F^\beta C_i+FC_i^\beta=\varepsilon_iS^\beta C_i+\varepsilon_iSC_i^\beta+S\sum_jC_j\varepsilon_{ji}^\beta .$$

Multiply from the left by $C_a^\dagger$. The last term drops by orthogonality, and $C_a^\dagger F=\varepsilon_aC_a^\dagger S$. This leaves $F^\beta_{ai}+\varepsilon_aU_{ai}=\varepsilon_iS^\beta_{ai}+\varepsilon_iU_{ai}$, or

$$U_{ai}=-\frac{F^\beta_{ai}-\varepsilon_iS^\beta_{ai}}{\varepsilon_a-\varepsilon_i},\qquad F^\beta=h^\beta+G^\beta[D]+G[D^\beta]. \tag{23}$$

Here $G^\beta$ is (18) with the repulsion integrals replaced by their derivatives (15):

$$G^\beta[D]_{\mu\nu}=\sum_{\kappa\lambda}D_{\lambda\kappa}\left[(\mu\nu|\kappa\lambda)^\beta-\tfrac12(\mu\lambda|\kappa\nu)^\beta\right]. \tag{24}$$

In its Coulomb part, the term with $\mathbf R_{\kappa\lambda}$ is antisymmetric in $\kappa\lambda$ and cancels against the symmetric $D$; the term with $\mathbf R_{\mu\nu}$ survives.

The sources $h^\beta$, $S^\beta$ and $G^\beta[D]$ are imaginary, while the coefficients of the linear equations are real. So $U$ and $D^\beta$ are imaginary, and the Hermitian $D^\beta$ is antisymmetric. The Coulomb part of $G[D^\beta]$ vanishes, because $(\mu\nu|\kappa\lambda)$ is symmetric in $\kappa\lambda$. The exchange part remains. Inserting (22) with $U^*=-U$ into it yields

$$(\varepsilon_a-\varepsilon_i)U_{ai}+\sum_{bj}\left[(aj|bi)-(ab|ji)\right]U_{bj}=-Q_{ai}, \tag{25}$$

$$Q_{ai}=h^\beta_{ai}+G^\beta[D]_{ai}-\tfrac12G[DS^\beta D]_{ai}-\varepsilon_iS^\beta_{ai}. \tag{26}$$

Equations (20), (22), (25) and (26) determine the shielding. They have a unique solution if the matrix on the left of (25) is non-singular. If it is singular, some imaginary mixing of occupied and virtual orbitals leaves the energy unchanged to second order. Equation (25) then has no solution if the source $Q$ has a component along that mixing. If $Q$ has none, which symmetry can ensure, solutions exist but are not unique.

The free closed-shell atom is a useful limit. All functions share the centre $\mathbf R_K$, so every $\mathbf R_{\mu\nu}$ is zero and the overlap and repulsion derivatives vanish. The remaining source is an angular momentum about the nucleus. It turns orbitals of a filled subshell into one another and does not reach the virtual ones, so $D^\beta=0$. With $\mathbf r_\nu=\mathbf r_K$, the average over directions of $\delta_{\alpha\beta}r_K^2-r_{K\alpha}r_{K\beta}$ is $\frac23r_K^2\delta_{\alpha\beta}$. Equation (17) then gives

$$\sigma_{\alpha\beta}=\delta_{\alpha\beta}\frac{\mu_0e^2}{12\pi m_e}\,\mathrm{Tr}\,D\,\frac1{r_K}, \tag{27}$$

which is Lamb's formula.

### Translation at any field strength

Move all nuclei, all basis centres and any external charges by $\mathbf t$, with the uniform field unchanged. In each integral substitute $\mathbf r\to\mathbf r+\mathbf t$. Distances from the centres return to their old values, and so does every $\mathbf R_{\mu\nu}$. The phase (7), which contains $\mathbf r$ itself, gains

$$\frac{e}{2\hbar}(\mathbf B\times\mathbf R_{\mu\nu})\cdot\mathbf t=g_\mu-g_\nu,\qquad g_\mu=\frac{e}{2\hbar}(\mathbf B\times\mathbf R_\mu)\cdot\mathbf t. \tag{28}$$

Let $V$ be the diagonal matrix with elements $e^{ig_\mu}$. The one-electron matrices become

$$S'=VSV^\dagger,\qquad h'=VhV^\dagger,\qquad k'_\alpha=Vk_\alpha V^\dagger, \tag{29}$$

and $(\mu\nu|\kappa\lambda)$ is multiplied by $e^{i(g_\mu-g_\nu+g_\kappa-g_\lambda)}$. Try $C_i'=VC_i$, so that $D'=VDV^\dagger$ and $D'_{\lambda\kappa}=e^{i(g_\lambda-g_\kappa)}D_{\lambda\kappa}$. In the Coulomb term of (18) the phases of $\kappa$ and $\lambda$ cancel and leave $e^{i(g_\mu-g_\nu)}$. The exchange term has $e^{i(g_\mu-g_\lambda+g_\kappa-g_\nu)}$ times the phase of the density, which leaves the same factor. Hence

$$G'[D']=V\,G[D]\,V^\dagger. \tag{30}$$

The Fock equation and the normalization are satisfied with the old orbital energies, and each trace in (19) is unchanged. Therefore $E(\mathbf B,\mathbf m)$ is invariant for every $\mathbf B$ in any finite basis, and so is each element of $\boldsymbol\sigma$. A test on the second system described below compared the energies at about 26 000 T before and after a translation. They differed by $4\times10^{-16}$ hartree.

### Translation at first order

Write $g_\mu=\sum_\beta B_\beta\Gamma^\beta_\mu$. From (28), $\Gamma^\beta_\mu=(e/2\hbar)(\mathbf R_\mu\times\mathbf t)_\beta$. Let $\Gamma$ be the diagonal matrix of these numbers for one $\beta$. Differentiating (29) and $D'=VDV^\dagger$ at zero field, where $V=1$, gives

$$S^{\beta\prime}=S^\beta+i[\Gamma,S],\quad k_\alpha^{\beta\prime}=k_\alpha^\beta+i[\Gamma,k_\alpha],\quad D^{\beta\prime}=D^\beta+i[\Gamma,D]. \tag{31}$$

The repulsion derivative gains $i(\Gamma_\mu-\Gamma_\nu+\Gamma_\kappa-\Gamma_\lambda)(\mu\nu|\kappa\lambda)$. The two parts of the shielding can both change, but their sum does not:

$$i\,\mathrm{Tr}\,D[\Gamma,k_\alpha]+i\,\mathrm{Tr}\,[\Gamma,D]k_\alpha=i\,\mathrm{Tr}\,(\Gamma Dk_\alpha-Dk_\alpha\Gamma)=0. \tag{32}$$

The terms $D\Gamma k_\alpha$ have cancelled, and the rest vanishes by the cyclic property of the trace. The division into direct and response parts can thus depend on where the molecule stands. In isolated H$_2$ each part stays the same, because $[\Gamma,D]$ contains only axially symmetric orbitals and $k_\alpha$ has no matrix element between them.

The cancellation requires the response equations to produce the shift $i[\Gamma,D]$. The field derivative of (30) shows what the differentiated repulsion contributes to it:

$$G^{\beta\prime}[D]-G^\beta[D]=i[\Gamma,G[D]]-i\,G\big[[\Gamma,D]\big]. \tag{33}$$

Together with the changes of $h^\beta$ and $G[D^\beta]$, this makes $F^\beta$ gain $i[\Gamma,F]$. The numerator in (23) then gains

$$i[\Gamma,F]_{ai}-i\varepsilon_i[\Gamma,S]_{ai}=i(\varepsilon_i-\varepsilon_a)\,C_a^\dagger S\Gamma C_i,$$

so $U_{ai}$ gains $iC_a^\dagger S\Gamma C_i$, as $C_i'=VC_i$ demands. Without $G^\beta$ the contribution (33) is absent and the density does not follow the translation. Without $S^\beta$, the energy-weighted term fails to follow, and with several occupied orbitals the occupied block of (22) can fail too. With a single occupied orbital, as in the hydrogen examples below, that block is zero because $S^\beta$ is antisymmetric. Since $\Gamma$ is linear in $\mathbf t$, the resulting error in the shielding drifts linearly with the displacement.

### Hydrogen

For H$_2$ the natural scale is $\mu_0e^2/(4\pi m_ea_0)=53.25$ ppm. For the field along the bond, $z$, the vector $\mathbf R_{\mu\nu}\times\mathbf r$ has no $z$ component, and the angular momentum about the axis gives zero on the occupied orbital. There is no response, and (17) reduces to

$$\sigma_\parallel=\frac{\mu_0e^2}{8\pi m_e}\,\mathrm{Tr}\,D\,\frac{x^2+y^2}{r_K^3}=27.83\ \text{ppm}. \tag{34}$$

For a perpendicular field, with the shielded proton at the coordinate origin, the direct part is 26.33 ppm and the response part is $-0.39$ ppm, so $\sigma_\perp=25.94$ ppm. The isotropic value is

$$\sigma_{\rm iso}=\frac{2(25.94)+27.83}{3}=26.57\ \text{ppm}=2.657\times10^{-5}.$$

A separate calculation took the mixed derivative (3) from self-consistent energies at finite $\mathbf B$ and $\mathbf m$, without the response equations. The largest deviation of any tensor element from (20) was $4\times10^{-6}$ ppm.

Omitting the differentiated repulsion lowers the isotropic value to 25.95 ppm. The parallel component cannot be affected, because (15) vanishes for a field along the bond. The loss of 0.61 ppm therefore means a loss of 0.92 ppm in $\sigma_\perp$.

Yet this incomplete value is also unchanged by a translation. The reason is symmetry. All functions on one atom have the same $\Gamma_\mu$, so the missing term (33) preserves axial symmetry, and the density error that it causes on translation is made of axially symmetric orbitals. Between such orbitals $k_\alpha$ has no matrix element: its $z$ component gives zero on them, and its other components average to zero under rotation about the bond. For isolated H$_2$, invariance under translation is thus no proof that all terms are present.

A third centre off the axis removes this protection. It carries a fixed charge of $+0.5e$ and two $s$ functions, and each hydrogen has a smaller basis of two $s$ exponents and one $p$ exponent. The isotropic shieldings before and after translation by $(300,200,-400)$ pm are:

| Quantity | Before (ppm) | After (ppm) |
|---|---:|---:|
| Direct part | 27.38 | 33.44 |
| Response part | −0.95 | −7.01 |
| Complete | 26.43 | 26.43 |
| Without $G^\beta$ | 23.99 | 14.57 |
| Without $S^\beta$ | 23.46 | 12.51 |

The direct part rises by 6.06 ppm and the response part falls by the same amount, as (32) requires. Both incomplete versions drift. Most of the drift comes from the off-axis functions. Without $G^\beta$ it is 9.4 ppm in the table, 6.4 ppm with the two functions but no charge, and 0.6 ppm with the charge but no functions.

Invariance is not accuracy. London orbitals remove the dependence on origin and position, but the result still depends on the number and exponents of the Gaussians. For H$_2$ the isotropic value of 26.57 ppm becomes 26.54 ppm in the cc-pVQZ basis and 26.52 ppm in an uncontracted basis of nine $s$, five $p$ and two $d$ exponents, and $\sigma_\perp$ moves from 25.94 to 25.90 and 25.86 ppm. The last digit quoted above therefore belongs to the basis and not to the Hartree-Fock limit. In these two bases the change of the ordinary-orbital value over 500 pm shrinks from 7.2 ppm to 1.8 and 0.3 ppm. The values here also leave out electron correlation, nuclear vibration and relativity. The numerical output below lists the exponents and the deviations found in the tests.

## Calculated quantities

```
H2, restricted Hartree-Fock, uncontracted 5s2p basis on each atom
s exponents (1/a0^2): [30.0, 4.5, 1.0, 0.3, 0.1]
p exponents (1/a0^2): [1.5, 0.4]
bond length: 74.0 pm
prefactor mu0 e^2/(4 pi m_e a0): 53.2514 ppm
total energy, this program: -1.13294280 hartree
total energy, PySCF: -1.13294280 hartree
direct part, perpendicular: 26.3341 ppm
direct part, parallel: 27.8288 ppm
response part, perpendicular: -0.3942 ppm
response part, parallel: -0.0000 ppm
shielding, perpendicular: 25.9399 ppm
shielding, parallel: 27.8288 ppm
shielding, parallel, from PySCF density: 27.8288 ppm
shielding, isotropic: 26.5696 ppm = 2.6570e-05 (pure number)
finite-difference field: 235.05 T
isotropic from energy differences: 26.5696 ppm
largest tensor deviation from energy differences: 4.4e-06 ppm
translation vector (pm): [300.0, 200.0, -400.0]
isotropic after translation: 26.5696 ppm
isotropic without repulsion derivative: 25.9549 ppm
same after translation: 25.9549 ppm
plain orbitals, origin on shielded nucleus: 26.9726 ppm
plain orbitals, origin 500 pm along bond: 19.7429 ppm
H2 beside a fixed charge (H: 2s1p, exponents s 3.0, 0.5; p 0.9; charge: s 0.6, 0.2)
charge: 0.5 e; position (pm) from shielded nucleus: [30.0, 100.0, 20.0]
bond along x; isotropic values before and after the same translation:
  direct part: 27.3813 ppm, 33.4433 ppm
  response part: -0.9505 ppm, -7.0125 ppm
  complete shielding: 26.4308 ppm, 26.4308 ppm
  without repulsion derivative: 23.9940 ppm, 14.5660 ppm
  without overlap derivative: 23.4579 ppm, 12.5141 ppm
largest tensor change on translation: 1.5e-10 ppm
largest deviation from energy differences: 4.1e-06 ppm
largest deviation from translation laws: 4.9e-15 (atomic units)
largest deviation of London integrals from quadrature: 1.1e-08 (atomic units)
strong-field magnitude: 26280 T
energy change on translation in it: 4.4e-16 hartree
```
